# Why subtracting surface electron affinities can miss the band offset

## Question

I need the conduction-band offset between two semiconductors, A and B. For each one I have a slab calculation that gives the electron affinity $\chi$, the energy gained when an electron at rest just outside the surface is brought to the bottom of the conduction band. Relative to vacuum the two band edges are at $-\chi_A$ and $-\chi_B$, so the offset should be

$$E_{cB}-E_{cA}=\chi_A-\chi_B .$$

A colleague says that this is unreliable because the bonded interface has a dipole of its own, and that I must calculate the junction. I don't see why. Both affinities refer to the vacuum level, which is the same vacuum for both crystals. If the offset were different, couldn't I take an electron from A to B through the vacuum, bring it back through the interface, and gain energy on every round trip? And if the interface dipole matters, isn't it just the difference of the two surface dipoles?

## Answer

Your colleague is right in general, although the interface dipole is not wholly unrelated to the surface dipoles. The weak point in your argument is "the same vacuum". The affinity refers to the potential just outside one particular surface, and that potential depends on the surface.

### Separating bulk from surface

Let $U(z)$ be the electrostatic potential energy of an electron, averaged over planes parallel to the interface, and let $\bar U(z)$ be its further average over one lattice period along $z$. Deep inside crystal X, $\bar U$ is a constant $\bar U_X$. I assume flat bands: no doping and no macroscopic field, with layers thick enough to have a bulk-like interior.

The distance from this average to the conduction edge,

$$e_{cX}=E_{cX}-\bar U_X ,$$

is a bulk property. A calculation for an infinite crystal gives it, but says nothing about where $\bar U_X$ lies relative to another crystal or to vacuum. A surface supplies that information through the step

$$D_X=U_{\rm vac}-\bar U_X .$$

The affinity therefore contains one surface term and one bulk term:

$$\chi_X=U_{\rm vac}-E_{cX}=(U_{\rm vac}-\bar U_X)-(E_{cX}-\bar U_X)=D_X-e_{cX}.$$

In the junction there is no vacuum between the crystals. The quantity that aligns them is the interface step $D_J=\bar U_B-\bar U_A$, so

$$\Delta E_c\equiv E_{cB}-E_{cA}=e_{cB}-e_{cA}+D_J .$$

Now insert $e_{cX}=D_X-\chi_X$ for both crystals:

$$\Delta E_c=(D_B-\chi_B)-(D_A-\chi_A)+D_J ,$$

$$\boxed{\Delta E_c=(\chi_A-\chi_B)+\big[D_J-(D_A-D_B)\big]}$$

The bracket is the error of the affinity rule. The rule holds when the interface step equals the difference of the surface steps, which is the assumption in your last sentence.

The formula requires each crystal to be in the same bulk state in the slab and in the junction. If one layer is strained in the junction, its $e_c$ must be recalculated for that strain.

### Why there is no free energy

Suppose A and B are joined, and each has a free surface on its far side. The vacuum levels just outside these surfaces are $\bar U_A+D_A$ and $\bar U_B+D_B$. Their difference is

$$(\bar U_B+D_B)-(\bar U_A+D_A)=D_J-(D_A-D_B),$$

which is the same bracket. An electron carried around the outside from A to B must cross this potential difference, in the weak fringing field around the sample. Including it makes the energy change on a round trip zero. Your argument left out this part of the path.

### Why these steps are dipoles

Let $n_+$ and $n$ be the number densities of positive charge and of electrons, with $e>0$. The potential obeys $\phi''=-4\pi e(n_+-n)$, and $U=-e\phi$, so

$$U''=4\pi e^2(n_+-n).$$

The period average obeys the same equation with averaged densities, as long as the same averaging is used everywhere. If A and B have different periods along $z$, average over one period and then over the other; this makes $\bar U$ flat inside both crystals. Integrate across a surface or an interface, from a point L to a point R where $\bar U'=0$:

$$\bar U(R)-\bar U(L)=\int_L^R\bar U'\,dz=\big[z\bar U'\big]_L^R-\int_L^R z\,\bar U''\,dz .$$

The boundary term vanishes, leaving

$$\bar U(R)-\bar U(L)=4\pi e^2\int_L^R z\,(\bar n-\bar n_+)\,dz .$$

Electrons displaced toward R raise the electron energy there. With R in vacuum this is $D_X$; with L in A and R in B it is $D_J$. Apart from the factor $4\pi e^2$, the three steps are the dipole moments per area of three different charge distributions.

### When the dipoles do subtract

There is a limit in which your guess is correct. Build each crystal by superposing rigid, neutral, mirror-symmetric planes a distance $a$ apart, with no change of their charge on contact. One plane has a potential energy $u(z)$ that vanishes, with its slope, far away on both sides. Deep in the crystal the sum over planes has the average

$$\bar U^0=\frac1a\int u\,dz .$$

Since $1=(z^2/2)''$, two integrations by parts move the derivatives onto $u$:

$$\int u\,dz=\frac12\int z^2u''\,dz=2\pi e^2\int z^2(n_+-n)\,dz .$$

Vacuum is at zero here, so the surface step is

$$D^0=-\bar U^0=\frac{2\pi e^2}{a}\int z^2(n-n_+)\,dz .$$

It is positive when the electrons spread farther from the plane than the positive charge does. In a superposed junction, a point deep in A feels the potentials of A planes alone, and a point deep in B those of B planes alone. The averages are $-D_A^0$ and $-D_B^0$, so

$$D_J^0=-D_B^0-(-D_A^0)=D_A^0-D_B^0 .$$

The bracket is zero. It can become nonzero through charge rearrangement that differs between interface and surfaces, or through a change of composition that brings a dipole of its own. Inserting a foreign plane that is also rigid, neutral and mirror-symmetric would not be enough, because its potential vanishes far away on both sides.

### A model in which all three steps can be calculated

Take two model crystals made of parallel ion planes with $a=6.0$ bohr (0.3175 nm). Each plane has one site per area $S=20$ bohr$^2$, with positive charge $2e$ and two electrons. The ion charge is a Gaussian along $z$, with width 0.7 bohr in A and 1.1 bohr in B; nothing else differs. The electrons move along $z$ according to

$$-\frac{\hbar^2}{2m}\psi_j''+\Big[U-e^2\Big(\frac{3n}{\pi}\Big)^{1/3}\Big]\psi_j=E_j\psi_j,\qquad n=\frac2S\sum_{j\,\rm filled}|\psi_j|^2 ,$$

where the second potential term is local-density exchange. I solved this together with Poisson's equation to self-consistency on a grid of spacing 0.5 bohr. Each plane contributes one filled level, as if the two electrons of a site were confined to their own column of area $S$. Motion along the planes is thus left out; if it were free, these crystals would be metals. Correlation, lateral structure and ionic relaxation are left out too, so the numbers describe this model and not a particular pair of materials.

The free surfaces come from slabs of 11 planes. The junction is a periodic stack of 11 A and 11 B planes, with its two interfaces mirror images of each other, so there is no net field in the layers. To find the true offset, I took the potential in the middle period of each layer, repeated it periodically, and calculated its band edges on the common energy scale of the junction.

| Quantity (eV) | A | B |
|---|---:|---:|
| gap | 5.624 | 3.500 |
| $e_c$ | −0.225 | −1.289 |
| $D$ | 3.260 | 2.728 |
| $\chi=D-e_c$ | 3.485 | 4.017 |

The affinity rule gives $3.485-4.017\approx-0.53$ eV: the conduction edge of B should lie 0.53 eV below that of A.

**The abrupt contact.** Placing the crystals together at the normal plane spacing gives $D_J=0.507$ eV. The true offset is

$$\Delta E_c=-1.289-(-0.225)+0.507\approx-0.56\ {\rm eV}.$$

The rule misses by only $-0.025$ eV. For this interface you would have got away with it.

Superposition shows where the near agreement comes from. With the charge densities of isolated planes, $D_A^0=3.259$ eV and $D_B^0=2.669$ eV; their difference, 0.590 eV, is also the step of the superposed junction. Relative to this reference, self-consistency changes the steps by

- $3.260-3.259=0.001$ eV at the surface of A,
- $2.728-2.669=0.059$ eV at the surface of B,
- $0.507-0.590=-0.083$ eV at the junction.

The error is then $-0.083-(0.001-0.059)=-0.025$ eV. The additive part has cancelled, and so has much of the remainder. The junction's share, $-0.083$ eV, came from calculating the junction; it is not contained in the two surface steps.

**The same crystals with another interface.** Now let the two planes that meet exchange a little core charge. On average each site in the last A plane gains $xe$ of positive charge, and each site in the first B plane loses the same amount, with $x=0.03$. This is a plane-averaged picture of replacing 3% of the sites by atoms with one more core charge on one side and one less on the other. The junction stays neutral. The bulk crystals and their free surfaces are unchanged, and so are $\chi_A$ and $\chi_B$.

The added charges form a capacitor with surface charge density $xe/S$ and plate distance $a$. Without electronic screening it would raise the electron energy in B by

$$\frac{4\pi e^2xa}{S}=3.08\ {\rm eV}.$$

To see how screening enters, put the pair inside one bulk insulator of dielectric constant $\varepsilon$ and work to first order in $x$. The ions are held fixed, so $\varepsilon$ is the electronic dielectric constant; in a real polar crystal the relaxation of the ions changes the step as well. By Gauss's law and mirror symmetry, a single plane with extra charge $xe$ per site contributes, after period averaging and far from the plane,

$$\bar U=\frac{2\pi e^2x}{S\varepsilon}\,|z|+\text{constant}.$$

The opposite plane at $z=a$ contributes the same function, displaced and with its sign reversed. The constants cancel, and the sum is proportional to $|z|-|z-a|$. This equals $+a$ far to the right and $-a$ far to the left, so the step is

$$\frac{2\pi e^2x}{S\varepsilon}\,[a-(-a)]=\frac{4\pi e^2xa}{S\varepsilon}.$$

At the A/B interface the two sides screen differently. The slope of $\bar U$ between weakly charged planes far apart in each bulk crystal gives $\varepsilon_A=3.74$ and $\varepsilon_B=7.96$. As a rough estimate, assign half of the distance $a$ to each crystal:

$$\frac12\left(\frac1{3.74}+\frac1{7.96}\right)\approx\frac1{5.1}.$$

This predicts a shift of about $3.08/5.1\approx0.60$ eV, upward or downward according to the direction of the exchange. The self-consistent results are:

| Interface | $D_J$ (eV) | true $\Delta E_c$ (eV) | error of rule (eV) |
|---|---:|---:|---:|
| abrupt | 0.507 | −0.556 | −0.025 |
| A side gains $x$ | 1.081 | 0.018 | 0.549 |
| A side loses $x$ | −0.086 | −1.149 | −0.618 |

Here "error" means the true offset minus the rule's value. The shifts from the abrupt contact are $+0.574$ and $-0.593$ eV, close to the estimate. They are not quite opposite, so there is a small contribution beyond first order in $x$.

The affinity rule gives $-0.53$ eV in all three rows. In the first row B is a well for electrons about 0.56 eV deep. In the second the conduction edges are almost level and the well has gone. In the third it is more than 1.1 eV deep. No rule that uses just $\chi_A$ and $\chi_B$ can give three different answers for the same pair of crystals.

### The reverse case: change the surface, keep the junction

You can also change the affinity without changing the buried interface. Cover the free surface of B with a thin polar film whose positive side faces the crystal. If its dipole moment per area is $ep$, the dipole formula says that an electron leaving the crystal must climb an additional

$$\Delta\chi_B=4\pi e^2p ,$$

provided that the film does not appreciably rearrange the electrons of the crystal.

In the model I used sheets carrying $\pm0.10e$ per site, 1.0 bohr apart, with the inner sheet 8 bohr outside the last B plane, where there are few electrons to rearrange. Thus $p=0.10\times1.0/20=0.005$ bohr$^{-1}$. The bare interface step above had $xa/S=0.03\times6/20=0.009$ bohr$^{-1}$ and was 3.078 eV, so the film should give $3.078\times5/9=1.710$ eV. The self-consistent shift is 1.708 eV.

This calculation used a B/A/B sandwich of seven planes per layer, with the film on both outer surfaces. The offset between A and B inside it was $-0.556$ eV both without and with the film. The rule, however, would now give

$$3.485-(4.017+1.708)=-2.240\ {\rm eV}.$$

This matters for measured affinities too: a value obtained from a coated surface includes the dipole of the coating, which is absent from the buried junction.

### Pulling the crystals apart

The rule does have a natural home: two uncharged surfaces facing each other across a wide vacuum gap, with no electrons transferred between them. The potential in the gap is then flat, at one common $U_{\rm vac}$. Hence $\bar U_A=U_{\rm vac}-D_A$ and $\bar U_B=U_{\rm vac}-D_B$, which gives $D_J=D_A-D_B$ and a zero bracket.

For the abrupt contact, I increased the distance between the last A plane and the first B plane:

| Distance (bohr) | 6 | 8 | 10 | 14 | 18 |
|---|---:|---:|---:|---:|---:|
| Error (meV) | −25 | −37 | −15 | −1 | 0 |

The error disappears at large distance, as it should. It does not do so steadily: it is larger at 8 bohr than at contact. I have not separated the contributions that produce this initial rise, but it is another warning against reading the small error at contact as a sign that the interface does nothing.

The argument does not cover the interfaces with exchanged charge. If they were separated between the two altered planes and no electrons crossed over, the facing surfaces would carry opposite charges, and the field between them would leave no common flat vacuum level.

### What to calculate for your junction

1. Calculate each bulk crystal, in the strain state it has in the junction, and record $e_{cA}$ and $e_{cB}$. Use the same pseudopotentials (or other description of the ion cores) here and in step 2: the average $\bar U$ depends on that description, and the dependence cancels only if it is the same in both.
2. Calculate a supercell containing the interface you mean, including its composition and relaxed atomic positions. Average the electrostatic potential over planes and then along $z$, and read $D_J$ from the middles of the two layers. If the layers have different periods along $z$, as strained layers generally do, average each over its own period, or apply both averages in turn; the period of A alone leaves an oscillation in B.
3. Form $\Delta E_c=e_{cB}-e_{cA}+D_J$, and repeat with thicker layers until $D_J$ is stable.

If a residual field makes $\bar U$ slope inside the layers, extrapolate both sides to the same plane at the interface before taking the step. When the two slopes differ, moving that plane changes the step by the difference of the slopes times the displacement, so a small field is still preferable.

A better band-structure method may shift the bulk edges by $\delta_A$ and $\delta_B$ while leaving the charge density unchanged. The true offset then changes by $\delta_B-\delta_A$. Each affinity changes by $-\delta_X$, so $\chi_A-\chi_B$ changes by the same $\delta_B-\delta_A$. The bracket stays as it was: correcting the gaps does not repair a missing interface dipole.

Your slab affinities are still useful. They give a first estimate, and comparing them with the junction calculation gives the bracket: the amount by which the interface step differs from the difference of the two surface steps. That amount depends on the surfaces as well as on the interface, as the film shows, so it cannot be credited to the interface alone.
